**Outward mode shift and R⁻² junction loss in a bent parabolic-index guide**

For n² = n0²(1 − g²x²), with K = 2πn0/λ and Gaussian field radius w = √(2/(Kg)), a bend of radius R moves the mode outward by d = 1/(g²R) = K²w⁴/(4R). An abrupt straight-to-bend junction keeps the fraction exp(−d²/w²) of the power, so the small lost fraction is L = K⁴w⁶/(16R²). The program solves the polar wave equation without expanding in 1/R and asserts agreement with the shift, the junction loss, the radius exponent, the power in the first odd mode, the reversed bend, the offset junction and the wavelength law. It also asserts that the relative correction to the loss is proportional to s = g/K; the output shows a coefficient close to 4. For λ = 1550 nm, w = 4 µm and R = 5 mm, the formulas give d = 0.445 µm and 0.0537 dB per junction, against 0.442 µm and 0.0529 dB from the polar equation. When the parabola ends at a cladding index of 1.444, the junction loss rises to 0.0629 dB. Complex resonances show that tunnelling over a 90° turn is negligible at 5 mm but exceeds the loss of one junction at 2 mm.

## Numerical verification

```python
# RESULT UNDER TEST
# A guide n^2 = n0^2 (1 - g^2 x^2) has the mode exp(-x^2/w^2), w^2 = 2/(K g),
# K = 2 pi n0 / wavelength. In a bend of radius R the mode moves outward by
#   d = 1/(g^2 R) = K^2 w^4/(4 R),
# and a straight-to-bend junction keeps the power fraction exp(-d^2/w^2), so
# the small lost fraction is L = K^4 w^6/(16 R^2).
# All lengths are in micrometres; x > 0 points away from the bend centre;
# curvature c = 1/R; s = g/K is the paraxial parameter.
# Checks use the polar wave equation without expansion in 1/R.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.sparse import diags
from scipy.sparse.linalg import eigs
from scipy.special import erf

DB = 10 / np.log(10)

# Symbolic check of the substitution F = G/sqrt(r) in the polar equation
r, nu, Q = sp.symbols('r nu Q', positive=True)
G = sp.Function('G')(r)
F = G / sp.sqrt(r)
polar = sp.diff(F, r, 2) + sp.diff(F, r) / r + (Q - nu**2 / r**2) * F
reduced = sp.diff(G, r, 2) + (Q - (nu**2 - sp.Rational(1, 4)) / r**2) * G
assert sp.simplify(sp.expand(polar * sp.sqrt(r) - reduced)) == 0


def grid_and_derivative(w, points=241):
    """Sinc grid over -6w..6w and its second-derivative matrix."""
    x = np.linspace(-6 * w, 6 * w, points)
    h = x[1] - x[0]
    i = np.arange(points)
    diff = i[:, None] - i[None, :]
    safe = np.where(diff == 0, 1, diff)
    D2 = -2.0 * (1 - 2 * (np.abs(diff) % 2)) / (h * safe)**2
    D2[i, i] = -np.pi**2 / (3 * h**2)
    return x, D2


def modes(x, D2, k, n2, c):
    """Fields E (columns), beta^2 and local propagation constants."""
    rho = 1 + c * x
    A = rho[:, None] * D2 * rho[None, :]
    A = A + np.diag(rho**2 * k**2 * n2 + c**2 / 4)
    val, vec = eigh(A)
    val, vec = val[::-1][:4], vec[:, ::-1][:, :4]
    E = np.sqrt(rho)[:, None] * vec
    return E, val, np.sqrt(val)[None, :] / rho[:, None]


def transfer(a, b, m=0):
    """Forward power fraction from fundamental of a to mode m of b."""
    Ea, qa = a[0][:, 0], a[2][:, 0]
    Eb, qb = b[0][:, m], b[2][:, m]
    top = (0.5 * np.sum(Ea * Eb * (qa + qb)))**2
    return top / (np.sum(Ea**2 * qa) * np.sum(Eb**2 * qb))


def centroid(x, mode):
    p = mode[0][:, 0]**2
    return np.sum(x * p) / np.sum(p)


# Example inputs
wavelength, n0, n_clad, w, R = 1.55, 1.454, 1.444, 4.0, 5000.0
k = 2 * np.pi / wavelength
K = k * n0
g = 2 / (K * w**2)
s = g / K


def shift(R):
    return K**2 * w**4 / (4 * R)


def log_loss(R):
    return K**4 * w**6 / (16 * R**2)


x, D2 = grid_and_derivative(w)
ideal = n0**2 * (1 - g**2 * x**2)
straight = modes(x, D2, k, ideal, 0.0)
bend = modes(x, D2, k, ideal, 1 / R)

# Straight mode: Gaussian shape and propagation constant
gauss = np.exp(-x**2 / w**2)
E0 = straight[0][:, 0]
shape = np.dot(gauss, E0)**2 / np.dot(gauss, gauss) / np.dot(E0, E0)
assert abs(shape - 1) < 1e-9
assert abs(straight[1][0] / (K**2 * (1 - s)) - 1) < 1e-9

# Outward shift, junction loss and radius exponent
d_num = centroid(x, bend)
T_num = transfer(straight, bend)
assert d_num > 0 and abs(d_num / shift(R) - 1) < 4 * s
assert abs(-np.log(T_num) / log_loss(R) - 1) < 6 * s
radii = np.array([1000.0, 2000.0, 5000.0, 10000.0, 20000.0])
T_radii = np.array([transfer(straight, modes(x, D2, k, ideal, 1 / q))
                    for q in radii])
loss_fraction = 1 - T_radii
slope = np.log(loss_fraction[4] / loss_fraction[3]) / np.log(2)
assert abs(slope + 2) < 0.01
assert abs(-np.log(T_radii[0]) / log_loss(radii[0]) - 1) < 0.06

# Paraxial correction: proportional to s, for two mode sizes
coefficients = []
for width in (w, w / np.sqrt(2)):
    gw = 2 / (K * width**2)
    xw, Dw = grid_and_derivative(width)
    nw = n0**2 * (1 - gw**2 * xw**2)
    Rw = 20000.0
    Tw = transfer(modes(xw, Dw, k, nw, 0), modes(xw, Dw, k, nw, 1 / Rw))
    Lw = K**4 * width**6 / (16 * Rw**2)
    coefficients.append((1 + np.log(Tw) / Lw) / (gw / K))
assert 0 < coefficients[0] < 6
assert abs(coefficients[1] / coefficients[0] - 1) < 0.1

# Odd mode, reversed curvature, offset junction, wavelength at fixed guide
L = log_loss(R)
odd = transfer(straight, bend, 1)
assert abs(odd / (L * np.exp(-L)) - 1) < 0.05
reverse = modes(x, D2, k, ideal, -1 / R)
reverse_ratio = np.log(transfer(reverse, bend)) / np.log(T_num)
assert abs(reverse_ratio / 4 - 1) < 0.03
moved = modes(x, D2, k, n0**2 * (1 - g**2 * (x - shift(R))**2), 0)
offset_left = 1 - transfer(moved, bend)
assert abs(offset_left) < 1e-3 * L
short = 1.31
ks = 2 * np.pi / short
T_short = transfer(modes(x, D2, ks, ideal, 0),
                   modes(x, D2, ks, ideal, 1 / R))
wave_ratio = np.log(T_short) / np.log(T_num)
assert abs(wave_ratio / (wavelength / short) - 1) < 0.01


# Finite contrast: the parabola ends at the cladding index
def real_profile(position, centre=0.0):
    return np.maximum(n0**2 * (1 - g**2 * (position - centre)**2), n_clad**2)


edge = np.sqrt(1 - (n_clad / n0)**2) / g
real_straight = modes(x, D2, k, real_profile(x), 0)
guided = int(np.sum(real_straight[1] > (k * n_clad)**2))
p = real_straight[0][:, 0]**2
w_real = 2 * np.sqrt(np.sum(x**2 * p) / np.sum(p))
real_bend = modes(x, D2, k, real_profile(x), 1 / R)
d_real = centroid(x, real_bend)
real_loss = -DB * np.log(transfer(real_straight, real_bend))
real_far = [-np.log(transfer(real_straight,
            modes(x, D2, k, real_profile(x), 1 / q)))
            for q in (10000.0, 20000.0)]
real_slope = np.log(real_far[1] / real_far[0]) / np.log(2)
assert abs(real_slope + 2) < 0.04
assert 0.5 < real_loss / (DB * L) < 2
real_moved = modes(x, D2, k, real_profile(x, d_real), 0)
real_offset = -DB * np.log(transfer(real_moved, real_bend))
assert real_offset < 0.3 * real_loss


def leakage(R, m, tau):
    """Power decay per micrometre of arc, from an outgoing resonance."""
    beta2 = real_straight[1]
    start = R * (np.sqrt(beta2[0]) / (k * n_clad) - 1)
    h, ramp = 0.1, 5.0
    t = np.arange(-30.0, start + 60.0, h)

    def stretch(q):
        u = np.maximum(q - start, 0)
        return 1 + 1j * tau * (1 - np.exp(-(u / ramp)**2))

    u = np.maximum(t - start, 0)
    path = u - ramp * np.sqrt(np.pi) / 2 * erf(u / ramp)
    rho2 = (1 + (t + 1j * tau * path) / R)**2
    right = rho2 / (stretch(t) * stretch(t + h / 2) * h**2)
    left = rho2 / (stretch(t) * stretch(t - h / 2) * h**2)
    main = -right - left + rho2 * k**2 * real_profile(t) + 1 / (4 * R**2)
    M = diags([left[1:], main, right[:-1]], [-1, 0, 1], format='csc')
    target = beta2[m] * (1 + 1 / (g * R)**2)
    val = eigs(M, k=1, sigma=target, v0=np.ones(len(t), complex),
               return_eigenvectors=False)[0]
    return 2 * np.sqrt(val).imag


leak_radii = [2000.0, 3000.0, 5000.0]
leak_db = []
for q in leak_radii:
    one, two = leakage(q, 0, 0.7), leakage(q, 0, 1.0)
    assert one > 0 and abs(two / one - 1) < 0.1
    leak_db.append(DB * one * np.pi * q / 2)
assert leak_db[0] > leak_db[1] > leak_db[2]
assert leak_db[2] < 0.05 * real_loss
odd_rate, odd_check = leakage(R, 1, 0.7), leakage(R, 1, 1.0)
assert odd_rate > 0 and abs(odd_check / odd_rate - 1) < 0.1
odd_length = 1 / odd_rate
assert odd_length < np.pi * R / 2

print(f"wavelength = {1000*wavelength:.0f} nm")
print(f"axis index n0 = {n0:.3f}; cladding index = {n_clad:.3f}")
print(f"mode radius w = {w:.2f} um; bend radius R = {R/1000:.1f} mm")
print(f"K = {K:.4f} 1/um; g = {g:.6f} 1/um")
print(f"paraxial parameter s = {s:.5f}; g R = {g*R:.1f}")
print(f"shift d, formula = {shift(R):.4f} um")
print(f"shift d, polar equation = {d_num:.4f} um")
print(f"d/w = {shift(R)/w:.4f}; L = d^2/w^2 = {L:.5f}")
print(f"kept fraction T, formula = {np.exp(-L):.5f}")
print(f"kept fraction T, polar equation = {T_num:.5f}")
print(f"junction loss, formula = {DB*L:.4f} dB")
print(f"junction loss, polar equation = {-DB*np.log(T_num):.4f} dB")
print("R (mm) | d (um) | L | lost fraction, polar equation")
for q, lost in zip(radii, loss_fraction):
    print(f"{q/1000:.0f} | {shift(q):.4f} | {log_loss(q):.6f} | {lost:.6f}")
print(f"radius exponent, 10 to 20 mm = {slope:.4f}")
print(f"radius where d = w: {K**2*w**3/4/1000:.3f} mm")
print(f"relative loss deficit / s, w = 4 um: {coefficients[0]:.3f}")
print(f"relative loss deficit / s, w = 2.83 um: {coefficients[1]:.3f}")
print(f"power to first odd mode, polar equation = {odd:.5f}")
print(f"power to first odd mode, L exp(-L) = {L*np.exp(-L):.5f}")
print(f"reversed bend: ratio of dB losses = {reverse_ratio:.3f}")
print(f"offset by d: lost fraction left = {offset_left:.1e}")
print(f"dB loss ratio 1310/1550 nm, fixed guide = {wave_ratio:.4f}")
print(f"inverse wavelength ratio = {wavelength/short:.4f}")
print("Finite-contrast guide:")
print(f"core half-width = {edge:.2f} um; guided modes = {guided}")
print(f"mode radius from variance = {w_real:.3f} um")
print(f"shift at R = 5 mm: {d_real:.4f} um")
print(f"junction loss at R = 5 mm: {real_loss:.4f} dB")
print(f"formula with that mode radius: {DB*L*(w_real/w)**6:.4f} dB")
print(f"radius exponent, 10 to 20 mm = {real_slope:.4f}")
print(f"loss left after offset by its shift: {real_offset:.5f} dB")
print("R (mm) | 90 deg tunnelling (dB) | junction formula (dB)")
for q, value in zip(leak_radii, leak_db):
    print(f"{q/1000:.0f} | {value:.2e} | {DB*log_loss(q):.4f}")
print(f"odd-mode decay length at R = 5 mm: {odd_length:.0f} um")
print(f"arc length of 90 deg at R = 5 mm: {np.pi*R/2:.0f} um")
print("verified")
```

It prints:

```
wavelength = 1550 nm
axis index n0 = 1.454; cladding index = 1.444
mode radius w = 4.00 um; bend radius R = 5.0 mm
K = 5.8940 1/um; g = 0.021208 1/um
paraxial parameter s = 0.00360; g R = 106.0
shift d, formula = 0.4447 um
shift d, polar equation = 0.4422 um
d/w = 0.1112; L = d^2/w^2 = 0.01236
kept fraction T, formula = 0.98772
kept fraction T, polar equation = 0.98790
junction loss, formula = 0.0537 dB
junction loss, polar equation = 0.0529 dB
R (mm) | d (um) | L | lost fraction, polar equation
1 | 2.2233 | 0.308951 | 0.260926
2 | 1.1117 | 0.077238 | 0.073178
5 | 0.4447 | 0.012358 | 0.012103
10 | 0.2223 | 0.003090 | 0.003040
20 | 0.1112 | 0.000772 | 0.000761
radius exponent, 10 to 20 mm = -1.9983
radius where d = w: 0.556 mm
relative loss deficit / s, w = 4 um: 3.991
relative loss deficit / s, w = 2.83 um: 3.974
power to first odd mode, polar equation = 0.01203
power to first odd mode, L exp(-L) = 0.01221
reversed bend: ratio of dB losses = 4.000
offset by d: lost fraction left = 6.3e-07
dB loss ratio 1310/1550 nm, fixed guide = 1.1859
inverse wavelength ratio = 1.1832
Finite-contrast guide:
core half-width = 5.52 um; guided modes = 2
mode radius from variance = 4.097 um
shift at R = 5 mm: 0.4951 um
junction loss at R = 5 mm: 0.0629 dB
formula with that mode radius: 0.0620 dB
radius exponent, 10 to 20 mm = -2.0052
loss left after offset by its shift: 0.00127 dB
R (mm) | 90 deg tunnelling (dB) | junction formula (dB)
2 | 1.05e+00 | 0.3354
3 | 3.21e-02 | 0.1491
5 | 1.79e-05 | 0.0537
odd-mode decay length at R = 5 mm: 1166 um
arc length of 90 deg at R = 5 mm: 7854 um
verified
```
